\section*{Layer pseudospin and the effective magnetic field in twisted MoTe2}

\section{The model and its two frames}

\textbf{Q.} There is no magnet here and no applied field. Before anything is said to act like one, what Hamiltonian are we discussing?

\textbf{A.} One valley of twisted MoTe$_2$, where spin is locked to the valley, so that the remaining two-valued label is the layer. I use the continuum model with lowest-harmonic moir\'e potentials and no interactions. The valence states of layer $l=1,2$ have kinetic energy $-(\mathbf p-\hbar\boldsymbol\kappa_l)^2/2m$ and potential $2V\sum_j\cos(\mathbf g_j\cdot\mathbf r\pm\psi)$, with the upper sign for layer 1. I reverse the sign of the energy, so that the valence-band top becomes the lowest state of an operator $K$.

Let $\mathbf q_1,\mathbf q_2,\mathbf q_3$ have length $q$ and point at $90^\circ,210^\circ,330^\circ$. They sum to zero, and
\begin{equation}
\mathbf g_1=\mathbf q_3-\mathbf q_2,\quad \mathbf g_2=\mathbf q_1-\mathbf q_3,\quad \mathbf g_3=\mathbf q_2-\mathbf q_1
\end{equation}
are reciprocal vectors of length $g=\sqrt3\,q=4\pi/(\sqrt3L)$, where $L$ is the moir\'e period. The layers are offset by $\boldsymbol\kappa_2-\boldsymbol\kappa_1=\mathbf q_1$, and the tunnelling is
\begin{equation}
T'=w\left[1+e^{i(\mathbf q_2-\mathbf q_1)\cdot\mathbf r}+e^{i(\mathbf q_3-\mathbf q_1)\cdot\mathbf r}\right].
\end{equation}

\textbf{Q.} The layers have different kinetic terms. A spinor that varies in space is then not the whole story.

\textbf{A.} Remove the difference first. Write the amplitude in layer $l$ as $e^{i\boldsymbol\kappa_l\cdot\mathbf r}\Psi_l$. Then $\mathbf p-\hbar\boldsymbol\kappa_l$ becomes $\mathbf p$ in both layers, and $T'$ becomes $T=T'e^{i\mathbf q_1\cdot\mathbf r}$. Half the sum and half the difference of the layer potentials give
\begin{align}
K&=\frac{p^2}{2m}-\Delta_0-\boldsymbol\Delta\cdot\boldsymbol\sigma,\qquad
\Delta_x-i\Delta_y=T=w\sum_j e^{i\mathbf q_j\cdot\mathbf r},\\
\Delta_0&=2V\cos\psi\sum_j\cos\mathbf g_j\cdot\mathbf r,\qquad
\Delta_z=-2V\sin\psi\sum_j\sin\mathbf g_j\cdot\mathbf r .
\end{align}
I call this the common frame, and the original one the periodic frame.

\textbf{Q.} But $T$ is no longer periodic.

\textbf{A.} Under a lattice translation $\mathbf a$ the three phases $\mathbf q_j\cdot\mathbf a$ agree modulo $2\pi$, because the $\mathbf q_j$ differ by reciprocal vectors. So $T$ acquires one common phase, which rotates $\boldsymbol\Delta$ about $z$ by the same angle everywhere. Quantities unchanged by a uniform rotation of $\boldsymbol\Delta$ are periodic.

\section{Following the pseudospin}

\textbf{Q.} What does ``following'' mean as an equation?

\textbf{A.} Let $\mathbf n=\boldsymbol\Delta/|\boldsymbol\Delta|$ and let $u(\mathbf r)$ be the normalized spinor with $(\mathbf n\cdot\boldsymbol\sigma)u=u$. It has the lower local energy, $-\Delta_0-|\boldsymbol\Delta|$; the orthogonal spinor $v$ lies $2|\boldsymbol\Delta|$ higher. Put $\Psi=u\varphi$ and project $K\Psi$ on $u$. Since $u^\dagger u=1$, $u^\dagger\partial_iu$ is imaginary, and $A_i=iu^\dagger\partial_iu$ is real. The product rule gives
\begin{equation}
u^\dagger p^2(u\varphi)=-\hbar^2\sum_i\left[\partial_i^2+2(u^\dagger\partial_iu)\partial_i+u^\dagger\partial_i^2u\right]\varphi .
\end{equation}
Here $u^\dagger\partial_iu=-iA_i$, and differentiating this relation gives $u^\dagger\partial_i^2u=-i\partial_iA_i-|\partial_iu|^2$. Compare with
\begin{equation}
(\mathbf p-\hbar\mathbf A)^2\varphi=-\hbar^2\sum_i\left[\partial_i^2-2iA_i\partial_i-i(\partial_iA_i)-A_i^2\right]\varphi .
\end{equation}
The two differ by $\hbar^2\sum_i(|\partial_iu|^2-A_i^2)\varphi$. Therefore
\begin{equation}
K_{\rm ad}=\frac{(\mathbf p-\hbar\mathbf A)^2}{2m}+D-\Delta_0-|\boldsymbol\Delta|,\quad
D=\frac{\hbar^2}{2m}\sum_i\left(|\partial_iu|^2-A_i^2\right).
\end{equation}

\textbf{Q.} I can change $\mathbf A$ by rephasing $u$. Why should I believe in it?

\textbf{A.} Rephasing adds a gradient to $\mathbf A$. The curl $b=\partial_xA_y-\partial_yA_x$ is unchanged, and it can be written through $\mathbf n$ alone. Let $P=uu^\dagger=(1+\mathbf n\cdot\boldsymbol\sigma)/2$ and $Q_{ij}=(\partial_iu)^\dagger(1-P)\partial_ju$. From $\partial_jP=(\partial_ju)u^\dagger+u(\partial_ju)^\dagger$ and $(1-P)u=0$ one finds $(1-P)\partial_ju=(1-P)(\partial_jP)u$. Also $P(\partial_iP)P=0$, by differentiating $P^2=P$. Hence
\begin{align}
Q_{ij}&=\mathrm{Tr}\left[P(\partial_iP)(\partial_jP)\right]
=\tfrac18\mathrm{Tr}\left[(1+\mathbf n\cdot\boldsymbol\sigma)(\partial_i\mathbf n\cdot\boldsymbol\sigma)(\partial_j\mathbf n\cdot\boldsymbol\sigma)\right]\nonumber\\
&=\tfrac14\left[\partial_i\mathbf n\cdot\partial_j\mathbf n+i\,\mathbf n\cdot(\partial_i\mathbf n\times\partial_j\mathbf n)\right].
\end{align}
The part of $(\partial_iu)^\dagger\partial_ju$ removed by $1-P$ is $A_iA_j$, which is symmetric and cancels in the curl. So $b=i(Q_{xy}-Q_{yx})$ and $D=(\hbar^2/2m)\sum_iQ_{ii}$, or
\begin{equation}
b=-\tfrac12\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n),\qquad
D=\frac{\hbar^2}{8m}\sum_i|\partial_i\mathbf n|^2 .
\label{bd}
\end{equation}
Both are periodic, being unchanged by a uniform rotation of $\mathbf n$. Moreover $|\partial_x\mathbf n|^2+|\partial_y\mathbf n|^2\ge2|\partial_x\mathbf n||\partial_y\mathbf n|\ge4|b|$, so
\begin{equation}
D\ge\hbar^2|b|/2m .
\label{bound}
\end{equation}
The field comes with a repulsive potential of at least the local zero-point cyclotron energy.

\section{The flux through a cell}

\textbf{Q.} A periodic $b$ could average to zero, or to any number. What fixes its integral?

\textbf{A.} First one needs $\boldsymbol\Delta\ne0$ everywhere, or $\mathbf n$ is undefined somewhere. For $w\ne0$, $T=0$ requires $1+z_2+z_3=0$ with $z_2=e^{i\mathbf g_3\cdot\mathbf r}$ and $z_3=e^{-i\mathbf g_2\cdot\mathbf r}$. The imaginary parts must cancel and the real parts add to $-1$. For unit-modulus numbers this means $z_3=z_2^*$ with real part $-\frac12$. With $\omega=e^{2\pi i/3}$ there are two solutions per cell, $\mathbf r_\tau$ with $\tau=\pm1$, where $z_2=\omega^\tau$ and $z_3=\omega^{-\tau}$. The three terms of $T$ thus have phases $120^\circ$ apart. The reciprocal vectors, by contrast, share one phase: $e^{i\mathbf g_j\cdot\mathbf r_\tau}=\omega^\tau$ for $j=2,3$, and for $j=1$ because $\mathbf g_1=-\mathbf g_2-\mathbf g_3$. At these honeycomb points
\begin{equation}
\Delta_z(\mathbf r_\tau)=-2V\sin\psi\cdot3\tau\frac{\sqrt3}{2}=-3\sqrt3\,\tau V\sin\psi .
\label{dz}
\end{equation}
So the local gap stays open precisely when $wV\sin\psi\ne0$. At one honeycomb point $\mathbf n$ is up (layer 1), at the other down (layer 2).

\textbf{Q.} And the integral?

\textbf{A.} Use the periodic frame, whose spinor is $u'=(u_1,e^{i\mathbf q_1\cdot\mathbf r}u_2)$. Then
\begin{equation}
\mathbf A'=\mathbf A-\mathbf q_1|u_2|^2=\mathbf A-\mathbf q_1\frac{1-n_z}{2}.
\end{equation}
The fields $b$ and $b'$ differ by the curl of a periodic vector, whose cell integral vanishes. Locally they differ, and $b$ is the one that belongs with the common kinetic term.

Choose $u'=(\cos\frac\theta2,\,e^{i\chi}\sin\frac\theta2)$, with $\cos\theta=n_z$ and $\chi$ the phase of $\Delta_x+i\Delta_y$ in this frame. Then $\mathbf A'=-\sin^2(\theta/2)\nabla\chi$. This is periodic. It is regular at the up point, where $\sin^2(\theta/2)$ vanishes quadratically, and singular at the down point. Cut a small disc around the down point and apply Stokes' theorem to the rest of the cell. Opposite cell edges cancel, leaving minus the counterclockwise circulation around the disc:
\begin{equation}
\int_{\rm cell}b\,d^2r=-\oint\mathbf A'\cdot d\mathbf l=\oint\nabla\chi\cdot d\mathbf l=2\pi\nu ,
\label{stokes}
\end{equation}
where $\nu$ is the winding of $\Delta_x+i\Delta_y$ around the down point. The disc's own flux vanishes with its size, because the field is finite.

\textbf{Q.} Then $\nu$ is an integer, but why should it not be two, or zero?

\textbf{A.} Expand $T$ there. At $\mathbf r_\tau$ the phases found above are $e^{i\mathbf q_j\cdot\mathbf r_\tau}=c\,\omega^{\tau(j-1)}$ with $|c|=1$. For a displacement with $\zeta=\delta x+i\delta y$, the chosen directions of the $\mathbf q_j$ give
\begin{equation}
\mathbf q_j\cdot\boldsymbol\delta=\frac q2\left(-i\omega^{-(j-1)}\zeta+i\omega^{j-1}\zeta^*\right).
\end{equation}
In $T\simeq iwc\sum_j\omega^{\tau(j-1)}\mathbf q_j\cdot\boldsymbol\delta$ only the term with cancelling powers of $\omega$ survives the sum, with weight 3:
\begin{equation}
T\simeq\tfrac32wcq\,\zeta\quad(\tau=+1),\qquad
T\simeq-\tfrac32wcq\,\zeta^*\quad(\tau=-1).
\label{lin}
\end{equation}
Since $\Delta_x+i\Delta_y=T^*$, its winding is $-\tau$; the smooth factor between the frames does not change that. By (\ref{dz}), the down point is $\tau=+1$ if $V\sin\psi>0$ and $\tau=-1$ otherwise. Thus
\begin{equation}
\int_{\rm cell}b\,d^2r=-2\pi\,\mathrm{sgn}(V\sin\psi).
\label{flux}
\end{equation}
In field units, $\hbar b/e$ has flux of magnitude $2\pi\hbar/e=h/e$: one flux quantum per moir\'e cell. The sign of $w$ does not enter. Quadrature of (\ref{bd}) for five parameter sets, with both signs of $\sin\psi$ and of $w$, confirms magnitude and sign.

\textbf{Q.} Real tunnelling has more harmonics. Does the integer survive?

\textbf{A.} Add any smooth terms that keep $\boldsymbol\Delta$ periodic in the periodic frame. As long as $|\boldsymbol\Delta|$ never vanishes during the change, the flux varies continuously; and the argument of (\ref{stokes}), summed over all down points, keeps it an integer multiple of $2\pi$. So it cannot change while the gap stays open, though the distribution of $b$ can. The condition is a real one. Add $w_2\sum_je^{-2i\mathbf q_j\cdot\mathbf r}$ to $T$: at the bond midpoints, where $\Delta_z=0$, this gives $|T|=|w-3w_2|$, so the gap closes at $w_2=w/3$ and (\ref{flux}) need not hold beyond it. For a real sample the integer depends on the size of the higher harmonics.

\textbf{Q.} Has time-reversal symmetry been broken?

\textbf{A.} Not by the pair of valleys. The other valley has the complex-conjugate Hamiltonian, so $\Delta_y$ changes sign. The triple product in (\ref{bd}) then reverses, while $D$ does not. The two valleys feel opposite fields.

\section{Where the field sits}

\textbf{Q.} Is it at least roughly uniform?

\textbf{A.} Three points can be done by hand. At the aligned point $\mathbf r=0$, $\nabla T=iw\sum_j\mathbf q_j=0$ and $\nabla\Delta_z\propto\sum_j\mathbf g_j=0$. Hence $b=D=0$.

At a honeycomb point $\mathbf n$ is at a pole, and (\ref{lin}) gives $|\partial_x\mathbf n|=|\partial_y\mathbf n|=\lambda$, with perpendicular derivatives and
\begin{equation}
\lambda=\frac{3|w|q}{2|\Delta_z|},\qquad |b|=\frac{\lambda^2}{2},\qquad D=\frac{\hbar^2\lambda^2}{4m}.
\label{hc}
\end{equation}

At the bond midpoint with $\mathbf g_1\cdot\mathbf r=\pi$, $\mathbf g_2\cdot\mathbf r=0$, $\mathbf g_3\cdot\mathbf r=-\pi$, we have $\Delta_z=0$ and $|T|=|w|$. The gradients are $\nabla T=-2i\mathbf q_2T$ and $\nabla\Delta_z=-4V\sin\psi\,\mathbf g_2$. The first rotates $\mathbf n$ in the plane at rate $2q$. The second tilts it out of the plane at rate $4|V\sin\psi|g/|w|$, in the perpendicular direction, because $\mathbf q_2\cdot\mathbf g_2=0$. So
\begin{equation}
|b|=\frac{4|V\sin\psi|\,qg}{|w|},\quad
D=\frac{\hbar^2}{8m}\left[4q^2+\frac{16V^2\sin^2\psi\,g^2}{w^2}\right].
\end{equation}

\textbf{Q.} Let $V\sin\psi\to0$. The texture becomes planar, yet you insist on a full quantum.

\textbf{A.} For any nonzero value, yes. Near a honeycomb point take $\Delta_z$ constant and $T$ linear. Then (\ref{bd}) gives $|b|=\frac12\lambda^2(1+\lambda^2\rho^2)^{-3/2}$ at distance $\rho$, and
\begin{equation}
\int_0^\infty2\pi\rho\,|b|\,d\rho=\pi\left[-\frac{1}{\sqrt{1+\lambda^2\rho^2}}\right]_0^\infty=\pi .
\end{equation}
Each honeycomb point carries half a quantum on the length scale $1/\lambda$, which shrinks with $V\sin\psi$. The tail is slow: the flux inside radius $\rho$ is $\pi[1-(1+\lambda^2\rho^2)^{-1/2}]$, which is 29\% of the total at $\rho=1/\lambda$ and half at $\rho=\sqrt3/\lambda$. The gap $2|\Delta_z|$ there shrinks too, so adiabatic following fails before the limit is reached. At $V\sin\psi=0$ the gap closes, and the flux changes sign across that value.

In the opposite limit, $w\to0$, the midpoint field grows as $1/|w|$ and $D$ as $1/w^2$, while the midpoint gap is $2|w|$. The quantum remains, but again the adiabatic approximation fails.

\section{Numbers and the adiabatic error}

\textbf{Q.} Put in numbers.

\textbf{A.} I take round illustrative parameters, not a fit to the material: $L=6$ nm, $m=0.60$ electron masses, $V=10$ meV, $\psi=120^\circ$, $w=-30$ meV. Then $\hbar^2/m=127.0$ meV\,nm$^2$ and the cell area is $\Omega=31.18$ nm$^2$. The mean field has magnitude $h/(e\Omega)=132.7$ T, and its cyclotron energy is $127.0\times2\pi/31.18=25.6$ meV. The sign of $b$ is negative, since $V\sin\psi>0$.

At the honeycomb points $|\Delta_z|=3\sqrt3\times10\times0.866=45$ meV and $q=4\pi/(3L)=0.698$ nm$^{-1}$. Equation (\ref{hc}) gives $\lambda=1.5\times30\times0.698/45=0.698$ nm$^{-1}$, hence 160 T and $D=127.0\times0.698^2/4=15.5$ meV. At the bond midpoints the field is 642 T and $D=61.9$ meV. The field therefore ranges from zero to nearly five times its mean.

The bare surface $-\Delta_0-|\boldsymbol\Delta|$ is $-60$ meV at both aligned and honeycomb points; $D$ raises the latter to $-44.5$ meV. The cell mean of $D$ is 14.0 meV, above the 12.8 meV that (\ref{bound}) requires for one quantum.

\textbf{Q.} With flux in every cell, ordinary translations do not commute with $K_{\rm ad}$. How do you get bands?

\textbf{A.} Split $b$ into its mean $\bar b=\pm2\pi/\Omega$ and a periodic remainder. For the mean part let $\boldsymbol\pi=\mathbf p/\hbar-\bar{\mathbf A}$, so that $[\pi_x,\pi_y]=i\bar b$. Write $\mathbf r=\mathbf R+\boldsymbol\xi$ with $\boldsymbol\xi=(-\pi_y,\pi_x)/\bar b$. The guiding centre $\mathbf R$ commutes with $\boldsymbol\pi$, hence with $\boldsymbol\xi$, and $[R_x,R_y]=-i/\bar b$. For the primitive reciprocal vectors,
\begin{equation}
[\mathbf g_1\cdot\mathbf R,\mathbf g_2\cdot\mathbf R]=-\frac{i}{\bar b}\frac{4\pi^2}{\Omega}=\mp2\pi i .
\end{equation}
Exchanging $e^{i\mathbf g_1\cdot\mathbf R}$ and $e^{i\mathbf g_2\cdot\mathbf R}$ costs a factor $e^{\pm2\pi i}=1$, so all $e^{i\mathbf G\cdot\mathbf R}$ commute with one another.

They also commute with $K_{\rm ad}$. The remainder of the field, with Fourier components $b_{\mathbf G}$ and zero mean, has the periodic vector potential $\mathbf a_{\mathbf G}=i(G_y,-G_x)b_{\mathbf G}/G^2$, whose curl is $b_{\mathbf G}$. So $K_{\rm ad}$ is built from $\boldsymbol\pi$ and periodic functions of $\mathbf r$, which are sums of
\begin{equation}
e^{i\mathbf G'\cdot\mathbf r}=e^{i\mathbf G'\cdot\mathbf R}\,e^{i\mathbf G'\cdot\boldsymbol\xi}.
\end{equation}
Each $e^{i\mathbf G\cdot\mathbf R}$ commutes with $\boldsymbol\pi$ and with both factors. The joint eigenvalues are therefore conserved and label the momenta, with one state per Landau level at each.

\textbf{Q.} All this is the projected problem. How far is it from the real one?

\textbf{A.} Widen the gap without touching the lower surface:
\begin{equation}
K_s=\frac{p^2}{2m}-\Delta_0-|\boldsymbol\Delta|+s\left(|\boldsymbol\Delta|-\boldsymbol\Delta\cdot\boldsymbol\sigma\right).
\end{equation}
At $s=1$ this is $K$. The bracket vanishes on $u$ and equals $2|\boldsymbol\Delta|$ on $v$, so $K_{\rm ad}$ is the same for every $s$. Write $\Psi=u\varphi+v\chi$. The kinetic term couples the components through
\begin{equation}
C\varphi=-\frac{\hbar^2}{2m}\sum_i\left[2(v^\dagger\partial_iu)\partial_i+v^\dagger\partial_i^2u\right]\varphi .
\end{equation}
For large $s$ the $v$ equation gives $\chi\simeq-C\varphi/(2s|\boldsymbol\Delta|)$. Inserted in the $u$ equation, this shifts a nondegenerate level at leading order by $-\langle C\varphi|(2s|\boldsymbol\Delta|)^{-1}|C\varphi\rangle$. The adiabatic energies are thus approached from below, with an error of order $1/s$.

The two-layer bands were computed in plane waves and compared with those of $K_{\rm ad}$ in Landau levels, on nine momenta. The lowest band spans, in meV:
\begin{center}
\begin{tabular}{lcc}
 & lowest & highest\\
two-layer, $s=1$ & $-38.9$ & $-22.3$\\
two-layer, $s=48$ & $-33.2$ & $-18.1$\\
adiabatic & $-33.0$ & $-17.9$\\
adiabatic, $D$ omitted & $-42.7$ & $-35.1$\\
adiabatic, $b$ omitted & $-42.0$ & $-20.6$
\end{tabular}
\end{center}
Over the two lowest bands the largest difference from the adiabatic energies is 1.74 meV at $s=12$ and 0.49 meV at $s=48$. The ratio is 3.5, near the 4 of a pure $1/s$ law. Removing the $1/s$ term by the combination $(4E_{48}-E_{12})/3$ leaves 0.08 meV. Omitting either $D$ or the field destroys this agreement.

\textbf{Q.} But nature has $s=1$.

\textbf{A.} There the largest difference on the nine momenta is 11 meV, which is 44\% of the mean-field cyclotron energy. It belongs to the second band; the edges of the lowest band in the table are off by 5.9 and 4.4 meV. The smallest local gap, 60 meV, is 2.3 times that energy. For these parameters the adiabatic Hamiltonian gives only a rough placement of the low bands. It gives neither accurate energies nor a reliable guide to their topology, since an error of this size can reorder states where two bands come close.

\textbf{Q.} May I conclude that the top valence band has Chern number of magnitude one?

\textbf{A.} Not from the flux alone. Equation (\ref{flux}) concerns the texture in real space. A band's Chern number has to be computed from the band's own states, which has not been done here. What is established is the flux, for $wV\sin\psi\ne0$, and the Hamiltonian in which it acts when the gap is large compared with the coupling $C$. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
moire period = 6.000 nm, cell area = 31.1769 nm^2
mass = 0.60 m_e, hbar^2/m = 126.999 meV nm^2
V = 10.0 meV, psi = 120.0 deg, w = -30.0 meV
Wilson loop against b formula, max error = 3.3e-07 rad/nm^2
overlap against D formula, max error = 3.8e-05 meV
flux from plaquettes, periodic frame = -1.00000000 quanta
V=10 meV psi=120 deg w=-30 meV: flux = -1.00000000 quanta
V=10 meV psi=-120 deg w=-30 meV: flux = 1.00000000 quanta
V=10 meV psi=60 deg w=30 meV: flux = -1.00000000 quanta
V=20 meV psi=100 deg w=-20 meV: flux = -1.00000000 quanta
V=8 meV psi=-40 deg w=12 meV: flux = 1.00000000 quanta
smallest |Delta| at psi = 180 deg = 5.2e-14 meV
mean field magnitude = 132.652 T
field range over cell = -641.61 to 0.00 T
aligned point: b = 0.00 T, D = 0.000 meV
   |Delta| = 90.000 meV, Delta_z = -0.000 meV, -Delta0-|Delta| = -60.000 meV
honeycomb point +: b = -160.40 T, D = 15.474 meV
   |Delta| = 45.000 meV, Delta_z = -45.000 meV, -Delta0-|Delta| = -60.000 meV
honeycomb point -: b = -160.40 T, D = 15.474 meV
   |Delta| = 45.000 meV, Delta_z = 45.000 meV, -Delta0-|Delta| = -60.000 meV
bond midpoint: b = -641.61 T, D = 61.898 meV
   |Delta| = 30.000 meV, Delta_z = -0.000 meV, -Delta0-|Delta| = -40.000 meV
cell mean of D = 13.966 meV
smallest local gap 2|Delta| = 60.000 meV
mean-field cyclotron energy = 25.595 meV
lowest band on nine momenta, bottom and top:
   two-layer, s = 1: -38.939, -22.253 meV
   two-layer, s = 12: -33.843, -18.467 meV
   two-layer, s = 48: -33.240, -18.071 meV
   extrapolated s -> infinity: -33.039, -17.939 meV
   adiabatic: -33.010, -17.899 meV
   adiabatic without D: -42.683, -35.104 meV
   adiabatic without field: -42.045, -20.613 meV
largest difference from adiabatic, two lowest bands:
   s = 1: 11.1559 meV
   s = 12: 1.7351 meV
   s = 48: 0.4907 meV
   extrapolated: 0.0759 meV
Landau basis change 130 to 170 levels = 2.5e-05 meV
\end{verbatim}
